# The Landé Interval Rule and Spin-Orbit Constants of Hund Terms

## 1. The decision

A scalar-relativistic calculation of an open-shell atom that keeps $L$ and $S$ as good quantum numbers gives one energy for a whole term, such as $^4F$. The term may in fact be spread over several levels with different total angular momentum $J$. Before comparing energies one must decide whether this spread matters, which $J$ lies lowest, and whether a simple correction will do or spin-orbit coupling between different terms must be computed.

For the ground term, a first answer needs one number, the spin-orbit parameter $\zeta$ of the open shell. Within the term, the coupling acts as $A\,\mathbf L\cdot\mathbf S$, with

$$
A=\begin{cases}+\zeta/(2S), & \text{shell less than half full},\\[2pt] -\zeta/(2S), & \text{shell more than half full},\end{cases}
$$

and a half-filled shell has no splitting. These notes prove the statement and examine when it is accurate enough.

## 2. Setting and assumptions

Consider $N$ electrons in one open shell $nl$ of a free atom. Angular momenta are in units of $\hbar$, and energies are in rydberg (Ry). The one-electron spin-orbit operator is $\sum_i\xi(r_i)\,\mathbf l_i\cdot\mathbf s_i$. All electrons of the shell share the radial function $R_{nl}$, so within the configuration it becomes

$$
H_{\rm so}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i,\qquad
\zeta=\int_0^\infty R_{nl}^2\,\xi(r)\,r^2\,dr .
$$

We take $\zeta>0$. Closed shells drop out within the configuration: their sum of $m\,m_s$ is zero, and every spin flip inside a full shell leads to an occupied orbital.

Electron repulsion separates the configuration into terms, each with $(2L+1)(2S+1)$ states. We assume that $\zeta$ is small compared with the distances between terms. First-order degenerate perturbation theory then requires the matrix of $H_{\rm so}$ among the states of one term. Let $P$ be the projector on that term; the matrix is that of $PH_{\rm so}P$.

Two-electron magnetic interactions and mixing with other configurations are left out.

## 3. Why the coupling becomes $A\,\mathbf L\cdot\mathbf S$

**The commutators.** Define nine operators

$$
T_{ab}=\sum_i l_{ia}s_{ib},\qquad a,b=x,y,z,
$$

so that $H_{\rm so}=\zeta\sum_a T_{aa}$. Operators of different electrons commute, and $\mathbf L=\sum_i\mathbf l_i$. Hence $T_{ab}$ has the same commutators with $\mathbf L$, in its first index, as a component $L_a$ has. With $V_\pm=V_x\pm iV_y$ these include

$$
[L_+,T_{-b}]=2T_{zb},\qquad [L_\pm,T_{zb}]=\mp T_{\pm b}.
$$

The second index behaves in the same way under $\mathbf S$. Both $\mathbf L$ and $\mathbf S$ turn states of the term into states of the same term, so they commute with $P$. The projected operators $PT_{ab}P$ therefore obey the same commutators.

**Fixing one number.** Let $L>0$ and $S>0$, and let $|{\rm top}\rangle$ be the state with $M_L=L$, $M_S=S$. It is the one state of the term with these values. Since $T_{zz}$ conserves $M_L$ and $M_S$, $PT_{zz}P|{\rm top}\rangle=t\,|{\rm top}\rangle$ for some number $t$. Choose $A=\zeta t/(LS)$ and define

$$
D_{ab}=\zeta PT_{ab}P-A\,L_aS_b .
$$

Then $D_{zz}|{\rm top}\rangle=0$. The product $L_aS_b$ has the same commutators as $T_{ab}$, so $D_{ab}$ has them too.

**The other components on the top state.** If either index is $+$, $D_{ab}|{\rm top}\rangle=0$, since the term has no state with $M_L=L+1$ or $M_S=S+1$. Three components remain. For the first, use $L_+|{\rm top}\rangle=0$:

$$
L_+D_{-z}|{\rm top}\rangle=[L_+,D_{-z}]|{\rm top}\rangle=2D_{zz}|{\rm top}\rangle=0 .
$$

But $D_{-z}|{\rm top}\rangle$ is a multiple of the state $|M_L=L-1,M_S=S\rangle$, which $L_+$ raises with the non-zero factor $\sqrt{2L}$. The multiple must be zero. Exchanging the roles of $\mathbf L$ and $\mathbf S$ gives $D_{z-}|{\rm top}\rangle=0$. Finally,

$$
L_+D_{--}|{\rm top}\rangle=2D_{z-}|{\rm top}\rangle=0,
$$

and the same reasoning gives $D_{--}|{\rm top}\rangle=0$.

**The rest of the term.** Suppose all $D_{ab}$ annihilate some state $|\phi\rangle$. Then

$$
D_{ab}L_-|\phi\rangle=L_-D_{ab}|\phi\rangle-[L_-,D_{ab}]|\phi\rangle=0,
$$

because the commutator is itself a combination of the $D$'s. The same holds for $S_-$. Repeated lowering from the top reaches every $|M_L,M_S\rangle$, so $D_{ab}=0$ on the whole term. Setting $b=a$ and summing,

$$
PH_{\rm so}P=A\,\mathbf L\cdot\mathbf S .
$$

**The case $L=0$ or $S=0$.** If $L=0$, every component of $\mathbf L$ is the zero matrix on the term. The left sides of the commutators above then vanish, so $PT_{zb}P=0$ and $PT_{\pm b}P=0$. There is no first-order coupling. The argument for $S=0$ is the same with the indices exchanged.

## 4. The interval rule

Let $\mathbf J=\mathbf L+\mathbf S$. Since $\mathbf L$ and $\mathbf S$ commute, $J^2=L^2+S^2+2\,\mathbf L\cdot\mathbf S$. Measured from the unsplit term, the energies are

$$
E_J=\frac A2\left[J(J+1)-L(L+1)-S(S+1)\right],\qquad J=|L-S|,\dots,L+S .
$$

Subtracting neighbours removes the $L$ and $S$ parts:

$$
E_J-E_{J-1}=\frac A2\left[J(J+1)-(J-1)J\right]=AJ .
$$

This is the Landé interval rule: the interval is proportional to the larger $J$ of the pair. For $A>0$ the smallest $J$ lies lowest; for $A<0$ the largest does.

The trace of $L_aS_a$ over the term is the product of the traces of $L_a$ and $S_a$, and both are zero. Hence $\sum_J(2J+1)E_J=0$. To first order, the energy without spin-orbit coupling is the mean of the level energies weighted by $2J+1$. It is not the energy of the lowest level.

## 5. A determinant that represents the Hund term

The Hund term has the largest $S$ and, for that $S$, the largest $L$. We take from Hund's rules that it is the ground term; this is not proved here.

Fill spin-up orbitals in the order $m=l,l-1,\dots,-l$. If electrons remain, fill spin-down orbitals in the same order. Call the resulting determinant $\Phi$.

The operator $S_+$ turns a spin-down electron into a spin-up electron with the same $m$. Up to half filling there are no spin-down electrons; beyond it, every spin-up orbital is occupied. In both cases $S_+\Phi=0$. The operator $L_+$ moves one electron from $m$ to $m+1$ without changing its spin. That orbital is already occupied, or does not exist if $m=l$. Thus $L_+\Phi=0$.

From $L^2=L_-L_++L_z^2+L_z$ we obtain $L^2\Phi=M_L(M_L+1)\Phi$, so $L=M_L$, and likewise $S=M_S$. The filling order gives the largest possible $M_S$ and then the largest possible $M_L$, and no other determinant has this pair of values. So $\Phi$ is the top state of the Hund term, which occurs once in the configuration.

Let $k=N$ up to half filling and $k=N-(2l+1)$ beyond it. A full spin-up set has $\sum m=0$, so in both cases $L$ is the sum of $k$ successive values:

$$
L=\sum_{j=0}^{k-1}(l-j)=kl-\frac{k(k-1)}2=\frac{k(2l+1-k)}2 .
$$

The spin is $S=N/2$ up to half filling and $S=(4l+2-N)/2$ beyond it.

## 6. The value and sign of $A$

Evaluate the energy of $\Phi$ in two ways. First use single electrons:

$$
\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).
$$

The last two terms flip a spin and give a state orthogonal to $\Phi$, so

$$
\langle\Phi|H_{\rm so}|\Phi\rangle=\zeta\sum_{\rm occupied} m\,m_s .
$$

Now use $A\,\mathbf L\cdot\mathbf S$, expanded in the same way. Its flip terms contain $L_+$ or $S_+$, which annihilate $\Phi$. Only $L_zS_z$ contributes, and the energy is $ALS$.

**Less than half full.** All electrons have $m_s=+\tfrac12$, and $\sum m=L$. Therefore

$$
ALS=\frac{\zeta L}{2}\quad\Longrightarrow\quad A=+\frac{\zeta}{2S}=\frac{\zeta}{N}.
$$

**More than half full.** The full spin-up set contributes $\tfrac12\zeta\cdot0$. The spin-down electrons have $m_s=-\tfrac12$ and $\sum m=L$. Therefore

$$
ALS=-\frac{\zeta L}{2}\quad\Longrightarrow\quad A=-\frac{\zeta}{2S}=-\frac{\zeta}{4l+2-N}.
$$

The sign has a direct meaning. Beyond half filling, the orbital angular momentum of $\Phi$ comes from the spin-down electrons, while the total spin points up. Each of these electrons still has the coupling $+\zeta\,\mathbf l\cdot\mathbf s$. The reversed sign belongs to the relation between total $\mathbf L$ and total $\mathbf S$.

**Half full.** Now $L=0$, and Section 3 shows that the projected coupling vanishes. The division by $L$ used above is not allowed. Since $\mathbf L\cdot\mathbf S$ is itself zero, any $A$ would describe the term; $A=0$ is a convention.

## 7. Limits and total width

For one electron, $S=\tfrac12$ and $A=\zeta$. The levels $J=l\pm\tfrac12$ are separated by $\zeta(l+\tfrac12)$, as the one-electron operator requires. For one missing electron, $A=-\zeta$: the separation is the same and the order is reversed.

The total width, from the lowest to the highest $J$, follows from $E_J$:

$$
E_{L+S}-E_{|L-S|}=\begin{cases}A\,S(2L+1), & L\ge S,\\ A\,L(2S+1), & S\ge L.\end{cases}
$$

For $d^4$, with $L=S=2$ and $A=\zeta/4$, this is $2.5\,\zeta$. For $d^6$ it is $-2.5\,\zeta$, and for $d^5$ it is zero. The splitting does not fade away gradually towards half filling.

Away from half filling, the first-order shift of the lowest level from the weighted mean is negative for a term with $L>0$ and $S>0$. It can be added to a scalar-relativistic energy, provided that energy belongs to the pure term. Below half filling with $L\ge S$, put $J=L-S$ in $E_J$. The bracket is $-2S(L+1)$, and the shift is

$$
E_{L-S}=-AS(L+1)=-\tfrac12\zeta(L+1).
$$

If $S\ge L$, exchange $L$ and $S$ in the bracket; the shift is $-AL(S+1)=-\zeta L(S+1)/(2S)$. Above half filling the lowest level has $J=L+S$, the bracket is $2LS$, and the shift is $ALS=-\tfrac12\zeta L$.

## 8. A term for which $\zeta/(2S)$ is wrong

The interval rule does not depend on Hund's rules, but the value of $A$ does. Take the $^3H$ term of $d^4$, with $L=5$ and $S=1$. For $M_S=1$ there are three spin-up electrons and one spin-down electron. The largest $M_L$ comes from spin-up $m=2,1,0$ and spin-down $m=2$, giving $3+2=5$. No other determinant has $M_L=5$, $M_S=1$. The quintet states cannot reach this $M_L$, because four parallel spins allow at most $2+1+0-1=2$. The determinant is therefore the top state of $^3H$, and

$$
A\cdot5\cdot1=\zeta\left(\tfrac12\cdot3-\tfrac12\cdot2\right)=\tfrac12\zeta
\quad\Longrightarrow\quad A=\frac{\zeta}{10}.
$$

The Hund formula would give $\zeta/2$, five times too much. Projection in the full determinant basis gives $A/\zeta=0.1$ and an interval ratio of $1.2=6/5$, as the interval rule requires.

## 9. Worked example: $d^3$ and $d^7$

Take a model $d$ shell with Slater integrals $F^2=0.6$ Ry and $F^4=0.4$ Ry, and $\zeta=0.002$ Ry, or 2 mRy. The constant $F^0$ energy is omitted because it shifts all terms equally. Both $d^3$ and $d^7$ have a $^4F$ ground term, with $L=3$ and $S=\tfrac32$. Hence

$$
A(d^3)=+\frac{2\ \text{mRy}}{3}=+0.667\ \text{mRy},\qquad
A(d^7)=-0.667\ \text{mRy},
$$

or $\pm9.07$ meV. The first interval of $d^3$ is $\tfrac23\times\tfrac52=1.667$ mRy.

To see what first order leaves out, the repulsion and $H_{\rm so}$ were also diagonalized together in the complete $d^N$ configuration. All intervals below are $E_J-E_{J-1}$ in mRy, with $J$ the larger value.

| $J$ | $AJ$, $d^3$ | full, $d^3$ | full, $d^7$ |
|---|---|---|---|
| 5/2 | 1.667 | 1.717 | −1.617 |
| 7/2 | 2.333 | 2.354 | −2.310 |
| 9/2 | 3.000 | 2.945 | −3.053 |

The first-order values for $d^7$ are those of the second column with a minus sign. The order of the levels is reversed, as predicted. The largest error of an interval, relative to $AJ$, is 3.0% in both shells.

This error comes from coupling to other terms. Second-order energies scale as $\zeta^2$ divided by a term separation, whereas the intervals scale as $\zeta$; the relative error should thus be proportional to $\zeta$. Reducing $\zeta$ by factors of 10 and 100 lowers the largest error to 0.30% and 0.030%, which confirms the scaling. Here the nearest term lies 115.6 mRy above $^4F$, and $\zeta$ is 1.7% of that gap. This gap is only a lower bound on the separations that enter in second order, because not every term is coupled to $^4F$. The nearest term is $^4P$, which is not coupled; the nearest coupled term is $^2G$, 126.1 mRy above $^4F$, and $\zeta$ is 1.6% of that distance. Let $Q$ project on a term with $L'$ and $P$ on one with $L\le L'-2$. Each $T_{ab}$ lowers $M_L$ by at most one, so $PT_{ab}Q$ annihilates every state with $M_L=L'$, and the lowering argument of Section 3 makes it zero on the whole term. Only terms whose $L$, and likewise $S$, differ by at most one are connected by $H_{\rm so}$.

The deviations also show their even order. For $J=5/2$ the full interval minus $AJ$ is $1.717-1.667=+0.050$ mRy in $d^3$ and $-1.617+1.667=+0.050$ mRy in $d^7$. Reversing $\zeta$ changes the sign of the first-order part but not of the second-order part. The other two pairs agree less closely: $+0.0205$ and $+0.0236$ mRy for $J=7/2$, and $-0.0548$ and $-0.0535$ mRy for $J=9/2$. The difference within each pair comes from third and higher odd orders, which do change sign. The comparison is justified because the complete $d^7$ spectrum was found to agree with that of $d^3$ at $-\zeta$, apart from a common constant.

For the lowest $d^3$ level, Section 7 gives a first-order shift of $-\tfrac12\zeta(3+1)=-4$ mRy, or $-54.4$ meV. For $d^7$ it is $-\tfrac12\zeta\cdot3=-3$ mRy, or $-40.8$ meV. Thus the corrections differ even though the two terms have equal first-order widths. With all terms coupled, the shifts of the lowest levels are $-4.096$ and $-3.078$ mRy.

## 10. Half filling beyond first order

The $^6S$ term of $d^5$ has the single value $J=\tfrac52$. The full Hamiltonian of the free atom commutes with $\mathbf J$, so the six states of this level stay degenerate even when other terms mix in. Their common energy can still move. It shifts by $-72.4$ µRy at $\zeta=2$ mRy and by $-0.724$ µRy at one tenth of that value. The factor of 100 is the mark of a second-order effect. "Zero" thus refers to the splitting and to the first-order energy, not to every effect of spin-orbit coupling.

## 11. Using the result

In the model above the first-order intervals of $d^3$ and $d^7$ were accurate to 3%. For small $\zeta$ the relative error grows in proportion to $\zeta$ divided by the distance to the terms that $H_{\rm so}$ connects with the ground term. Its prefactor depends on the matrix elements and on $AJ$, and it was found here for the $^4F$ terms of $d^3$ and $d^7$ alone; the omitted two-electron magnetic interactions are not included in it. If the distance to a connected term is not large compared with $\zeta$, the terms must be coupled explicitly. A large distance is not sufficient, because the prefactor is larger where $AJ$ is small. With the same parameters the first interval of $d^4$ is off by 5.4%, although $\zeta$ is only 1.1% of the distance to the nearest connected term. For an $f^6$ shell with $F^2=83125$, $F^4=59268$, $F^6=42560$ and $\zeta=1338$ cm$^{-1}$, values of the size met in Eu$^{3+}$, that ratio is 6.6% and the full first interval exceeds $AJ$ by 75%.

Computed intervals offer a check. In the full $d^3$ result the first two have the ratio $2.354/1.717=1.37$, against $7/5=1.40$ from the interval rule. The difference signals mixing. It also limits how well one interval determines $\zeta$: using $\zeta=2SA=3A$, the first gives $3\times1.717/2.5=2.06$ mRy and the last $3\times2.945/4.5=1.96$ mRy, while the input was 2 mRy.

The interval rule also needs the whole term. In a molecule or crystal, the surroundings may split the $M_L$ states by much more than $\zeta$. If they leave the shell's orbitals atomic and do not mix terms, each resulting level lies inside one term, and its first-order coupling is still $A\,\mathbf L\cdot\mathbf S$ projected on that level. But $\mathbf L$ can now lead out of the level, so the formula for $E_J$ and the atomic interval rule cannot be assumed. If the surroundings mix terms or change the orbitals, the proof in Section 3 does not cover the case. The values for all $d^N$ Hund terms are in the numerical output below.

## Computed values

```
F2 = 0.600 Ry, F4 = 0.400 Ry, zeta = 0.0020 Ry
zeta = 27.211 meV
Hund terms of d^N: N, L, S, A/zeta by projection
N = 1, L = 2, S = 0.5, A/zeta = +1.000000
N = 2, L = 3, S = 1.0, A/zeta = +0.500000
N = 3, L = 3, S = 1.5, A/zeta = +0.333333
N = 4, L = 2, S = 2.0, A/zeta = +0.250000
N = 5, L = 0, S = 2.5, A/zeta = 0 (convention, L = 0)
N = 6, L = 2, S = 2.0, A/zeta = -0.250000
N = 7, L = 3, S = 1.5, A/zeta = -0.333333
N = 8, L = 3, S = 1.0, A/zeta = -0.500000
N = 9, L = 2, S = 0.5, A/zeta = -1.000000
d^4 triplet H: A/zeta = 0.100000
d^4 triplet H: interval ratio (6-5)/(5-4) = 1.200000
d^3: A = +0.66667 mRy = +9.0705 meV
d^3: Coulomb gap above ground term = 115.646 mRy
d^3: E(2.5)-E(1.5): A*J = +1.66667 mRy, full = +1.71686 mRy
d^3: E(3.5)-E(2.5): A*J = +2.33333 mRy, full = +2.35384 mRy
d^3: E(4.5)-E(3.5): A*J = +3.00000 mRy, full = +2.94519 mRy
d^3: largest interval error at zeta/1 = 3.0115 %
d^3: largest interval error at zeta/10 = 0.3005 %
d^3: largest interval error at zeta/100 = 0.0300 %
d^7: A = -0.66667 mRy = -9.0705 meV
d^7: Coulomb gap above ground term = 115.646 mRy
d^7: E(2.5)-E(1.5): A*J = -1.66667 mRy, full = -1.61670 mRy
d^7: E(3.5)-E(2.5): A*J = -2.33333 mRy, full = -2.30978 mRy
d^7: E(4.5)-E(3.5): A*J = -3.00000 mRy, full = -3.05346 mRy
d^7: largest interval error at zeta/1 = 2.9979 %
d^7: largest interval error at zeta/10 = 0.3004 %
d^7: largest interval error at zeta/100 = 0.0300 %
d^5: Coulomb gap above ground term = 235.828 mRy
d^5: level shift at zeta = -72.4191 microRy
d^5: level shift at zeta/10 = -0.724138 microRy
```
